**Linear-response U tested against directly constrained energies**

The program tests $U=1/\chi_0-1/\chi$ for the first site of a four-site, four-electron mean-field chain. Here $\chi$ is the self-consistent response $dN/d\alpha$ of the site occupation $N$ to a site potential $\alpha$, and $\chi_0$ is the same response with the mean field frozen. It minimises the energy at fixed $N$ without using $\alpha$, and asserts that the slope of this constrained energy is $-\alpha$ at four finite values of $\alpha$. It also asserts the inverse Legendre transform at one occupation, the concavity of $E(\alpha)$ on a grid, and the curvatures $-1/\chi$ and $-1/\chi_0$. Further assertions cover the identity $U=w^Tfu$, where $f$ is the interaction kernel and $w$ and $u$ are the frozen and relaxed charge shapes, and the bounds $u^Tfu<U<w^Tfw$. The output gives $U=0.3316$ hartree (9.02 eV), below the bare on-site element of 0.3763 hartree. With interaction on the first site only, $U$ equals the second derivative of the interaction energy, 0.3783 hartree.

## Numerical check

```python
# Result under test: U = 1/chi0 - 1/chi for a subspace with occupation N,
# where a potential alpha acts on the subspace and
#   chi  = dN/dalpha with the mean field updated to self-consistency,
#   chi0 = dN/dalpha with the mean field frozen at its alpha = 0 form.
# The constrained energy E_c(N) must have slope -alpha and curvature -1/chi;
# the frozen-field constrained energy must have curvature -1/chi0.
# Model: 4-site chain, 4 electrons, spin-paired, energies in hartree:
#   E = Tr(h rho) + (n-1).G.(n-1)/2 - sum_i c_i n_i^(4/3),  n_i = rho_ii.
# The subspace is site 0.
import numpy as np
from scipy.optimize import minimize, minimize_scalar
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
onsite = np.array([0.00, -0.05, 0.02, -0.03])
hopping = np.array([0.10, 0.08, 0.10])
h_bare = np.diag(onsite) - np.diag(hopping, 1) - np.diag(hopping, -1)
site_repulsion = np.array([0.40, 0.30, 0.30, 0.30])
distance_repulsion = np.array([0.0, 0.15, 0.08, 0.05])
index = np.arange(4)
G_full = distance_repulsion[abs(index[:, None] - index[None, :])]
G_full = G_full + np.diag(site_repulsion)
c_full = np.full(4, 0.05)
P = np.diag([1.0, 0.0, 0.0, 0.0])
p = np.diag(P)


def first_derivative(func, x, step):
    return (func(x - 2*step) - 8*func(x - step)
            + 8*func(x + step) - func(x + 2*step)) / (12*step)


def second_derivative(func, x, step):
    return (-func(x - 2*step) + 16*func(x - step) - 30*func(x)
            + 16*func(x + step) - func(x + 2*step)) / (12*step**2)


def density_matrix(hamiltonian):
    orbitals = np.linalg.eigh(hamiltonian)[1][:, :2]
    return 2*orbitals @ orbitals.T


class MeanField:
    def __init__(self, G, c):
        self.G, self.c = G, c

    def energy(self, rho):
        n = np.diag(rho)
        return (np.sum(h_bare*rho) + 0.5*(n - 1) @ self.G @ (n - 1)
                - np.sum(self.c*n**(4/3)))

    def potential(self, n):
        return self.G @ (n - 1) - (4/3)*self.c*n**(1/3)

    def kernel(self, n):
        return self.G - np.diag((4/9)*self.c*n**(-2/3))

    def solve(self, alpha):
        n = np.ones(4)
        for _ in range(3000):
            rho = density_matrix(h_bare + np.diag(self.potential(n)) + alpha*P)
            change = np.diag(rho) - n
            if np.max(abs(change)) < 1e-13:
                return rho
            n = n + 0.25*change
        raise RuntimeError("self-consistency not reached")


def constrained_minimum(energy, target, start_hamiltonian):
    """Minimise energy(rho) over determinants with rho_00 = target."""
    basis = np.linalg.eigh(start_hamiltonian)[1]

    def rho_of(x):
        q = np.linalg.qr(basis[:, :2] + basis[:, 2:] @ x.reshape(2, 2))[0]
        return 2*q @ q.T

    result = minimize(lambda x: energy(rho_of(x)), np.zeros(4),
                      method="SLSQP", jac="3-point",
                      constraints={"type": "eq",
                                   "fun": lambda x: rho_of(x)[0, 0] - target},
                      options={"ftol": 1e-13, "maxiter": 500})
    rho = rho_of(result.x)
    assert abs(rho[0, 0] - target) < 1e-9
    return energy(rho)


def responses(model):
    """Ground state, frozen Hamiltonian and density responses to alpha."""
    rho = model.solve(0.0)
    h_frozen = h_bare + np.diag(model.potential(np.diag(rho)))
    full = first_derivative(lambda a: np.diag(model.solve(a)), 0.0, 1e-3)
    frozen = first_derivative(
        lambda a: np.diag(density_matrix(h_frozen + a*P)), 0.0, 1e-3)
    return rho, h_frozen, frozen, full


model = MeanField(G_full, c_full)
rho_gs, h_s, dn_frozen, dn_full = responses(model)
n_gs = np.diag(rho_gs)
N_gs = n_gs[0]
chi0, chi = dn_frozen[0], dn_full[0]
U = 1/chi0 - 1/chi
levels, orbitals = np.linalg.eigh(h_s)
assert chi0 < 0 and chi < 0 and levels[2] - levels[1] > 0.01


def E_c(N):
    return constrained_minimum(model.energy, N, h_s)


def E_c0(N):
    return constrained_minimum(lambda r: np.sum(h_s*r), N, h_s)


def E_alpha(alpha):
    rho = model.solve(alpha)
    return model.energy(rho) + alpha*rho[0, 0]


# Slope of the constrained energy, found without any use of alpha
table = []
for alpha in (-0.04, -0.02, 0.02, 0.04):
    N_alpha = model.solve(alpha)[0, 0]
    slope = first_derivative(E_c, N_alpha, 0.02)
    assert abs(slope + alpha) < 1e-5
    assert abs(first_derivative(E_alpha, alpha, 1e-3) - N_alpha) < 1e-6
    table.append((alpha, N_alpha, slope))

# Inverse Legendre transform: maximum over alpha gives the constrained energy
N_test = N_gs - 0.10
best = minimize_scalar(lambda a: -(E_alpha(a) - a*N_test),
                       bounds=(-0.15, 0.15), method="bounded",
                       options={"xatol": 1e-8})
E_legendre, E_direct = -best.fun, E_c(N_test)
assert abs(E_legendre - E_direct) < 1e-8

# Concavity of E(alpha)
alphas = np.linspace(-0.1, 0.1, 11)
assert np.all(np.diff([E_alpha(a) for a in alphas], 2) < 0)

# Curvatures of the two constrained energies against inverse responses
curv = second_derivative(E_c, N_gs, 0.02)
curv0 = second_derivative(E_c0, N_gs, 0.02)
assert abs(curv + 1/chi) < 1e-5
assert abs(curv0 + 1/chi0) < 1e-5
assert abs((curv - curv0) - U) < 2e-5

# Sum over states and Dyson equation against the numerical responses
X0 = np.zeros((4, 4))
for i in (0, 1):
    for a in (2, 3):
        pair = orbitals[:, i]*orbitals[:, a]
        X0 += 4*np.outer(pair, pair)/(levels[i] - levels[a])
f = model.kernel(n_gs)
X = np.linalg.solve(np.eye(4) - X0 @ f, X0)
assert np.allclose(X0 @ p, dn_frozen, atol=1e-5)
assert np.allclose(X @ p, dn_full, atol=1e-5)

# U as a kernel average over frozen (w) and relaxed (u) charge shapes
w, u = dn_frozen/chi0, dn_full/chi
U_average = w @ f @ u
lower, upper = u @ f @ u, w @ f @ w
assert abs(U_average - U) < 1e-6
assert lower < U < upper
part_neighbours = np.sum(np.diag(f)[1:]*w[1:]*u[1:])
part_intersite = w @ (f - np.diag(np.diag(f))) @ u

# Interaction on site 0 only: U must be the second derivative of F(N)
local = MeanField(np.diag([0.40, 0, 0, 0]), np.array([0.05, 0, 0, 0]))
rho_loc, _, dn0_loc, dn_loc = responses(local)
N_loc = rho_loc[0, 0]
U_loc = 1/dn0_loc[0] - 1/dn_loc[0]
F_second = second_derivative(
    lambda N: 0.5*0.40*(N - 1)**2 - 0.05*N**(4/3), N_loc, 0.01)
assert abs(U_loc - F_second) < 1e-6


def row(values, digits=4):
    return " ".join(f"{v:.{digits}f}" for v in values)


print("INPUT on-site energies (hartree):", row(onsite, 2))
print("INPUT hopping magnitudes, sign negative in h (hartree):", row(hopping, 2))
print("INPUT on-site repulsions (hartree):", row(site_repulsion, 2))
print("INPUT repulsion at distance 1,2,3 (hartree):",
      row(distance_repulsion[1:], 2))
print(f"INPUT local nonlinear coefficient c (hartree): {c_full[0]:.2f}")
print("Ground-state site occupations:", row(n_gs))
print(f"Gap of frozen Hamiltonian (hartree): {levels[2]-levels[1]:.4f}")
print("alpha (hartree) | N(alpha) | slope dE_c/dN (hartree)")
for alpha, N_alpha, slope in table:
    print(f"  {alpha:+.2f} | {N_alpha:.5f} | {slope:+.6f}")
print(f"Legendre test at N = {N_test:.5f}:")
print(f"  max over alpha of E(alpha)-alpha*N (hartree): {E_legendre:.8f}")
print(f"  direct constrained minimum (hartree): {E_direct:.8f}")
print(f"  maximising alpha (hartree): {best.x:.5f}")
print(f"chi0 (1/hartree): {chi0:.5f}")
print(f"chi (1/hartree): {chi:.5f}")
print(f"-1/chi0 (hartree): {-1/chi0:.5f}")
print(f"-1/chi (hartree): {-1/chi:.5f}")
print(f"Curvature of frozen constrained energy (hartree): {curv0:.5f}")
print(f"Curvature of full constrained energy (hartree): {curv:.5f}")
print(f"U = 1/chi0 - 1/chi (hartree): {U:.5f}")
print(f"U (eV): {U*HARTREE_EV:.3f}")
print("Frozen charge shape w:", row(w))
print("Relaxed charge shape u:", row(u))
print(f"Kernel average w.f.u (hartree): {U_average:.5f}")
print(f"  bare on-site element f_00 (hartree): {f[0, 0]:.5f}")
print(f"  neighbours' on-site terms (hartree): {part_neighbours:+.5f}")
print(f"  intersite terms (hartree): {part_intersite:+.5f}")
print(f"Lower bound u.f.u (hartree): {lower:.5f}")
print(f"Upper bound w.f.w (hartree): {upper:.5f}")
print(f"Site-0-only interaction: N = {N_loc:.5f}")
print(f"  chi0, chi (1/hartree): {dn0_loc[0]:.5f}, {dn_loc[0]:.5f}")
print(f"  U from responses (hartree): {U_loc:.6f}")
print(f"  F''(N) (hartree): {F_second:.6f}")
print("all assertions hold")
```

Output:

```
INPUT on-site energies (hartree): 0.00 -0.05 0.02 -0.03
INPUT hopping magnitudes, sign negative in h (hartree): 0.10 0.08 0.10
INPUT on-site repulsions (hartree): 0.40 0.30 0.30 0.30
INPUT repulsion at distance 1,2,3 (hartree): 0.15 0.08 0.05
INPUT local nonlinear coefficient c (hartree): 0.05
Ground-state site occupations: 0.9105 1.1016 0.8821 1.1058
Gap of frozen Hamiltonian (hartree): 0.1307
alpha (hartree) | N(alpha) | slope dE_c/dN (hartree)
  -0.04 | 0.99000 | +0.040000
  -0.02 | 0.95023 | +0.020000
  +0.02 | 0.87097 | -0.020000
  +0.04 | 0.83161 | -0.040000
Legendre test at N = 0.81053:
  max over alpha of E(alpha)-alpha*N (hartree): -0.69359446
  direct constrained minimum (hartree): -0.69359446
  maximising alpha (hartree): 0.05077
chi0 (1/hartree): -5.78286
chi (1/hartree): -1.98203
-1/chi0 (hartree): 0.17292
-1/chi (hartree): 0.50453
Curvature of frozen constrained energy (hartree): 0.17292
Curvature of full constrained energy (hartree): 0.50453
U = 1/chi0 - 1/chi (hartree): 0.33161
U (eV): 9.024
Frozen charge shape w: 1.0000 -0.7355 0.0546 -0.3191
Relaxed charge shape u: 1.0000 -0.7400 0.0026 -0.2626
Kernel average w.f.u (hartree): 0.33161
  bare on-site element f_00 (hartree): 0.37634
  neighbours' on-site terms (hartree): +0.17537
  intersite terms (hartree): -0.22010
Lower bound u.f.u (hartree): 0.33094
Upper bound w.f.w (hartree): 0.33307
Site-0-only interaction: N = 1.03482
  chi0, chi (1/hartree): -5.84553, -1.82033
  U from responses (hartree): 0.378279
  F''(N) (hartree): 0.378279
all assertions hold
```
